# Bands that cross on symmetry lines, and the gap beside them

A band-structure calculation returns a list of energies at each wavevector, sorted by size. To draw bands, one must join the points, and wherever two levels come close there is a decision to take: join them in order of energy, so that the curves turn away from each other, or let the curves pass through each other. The choice fixes the band velocities and decides whether a gap is reported.

The non-crossing rule seems to settle the matter in favour of turning away. It does not, because it concerns states of the same symmetry. A small model shows bands that cross and bands that avoid each other on the same line.

## A model with both kinds of encounter

Take a square lattice of constant \(a\) with orthonormal orbitals \(s\), \(p_x\), \(p_y\) on each site, nearest-neighbour hopping and no spin. Atomic units are used in the algebra, eV and angstrom for numbers. The Bloch matrix is

\[
H_{\mu\nu}(\mathbf k)=\sum_{\mathbf d}e^{i\mathbf k\cdot\mathbf d}\,\langle \mu,\mathbf 0|H|\nu,\mathbf d\rangle ,
\]

where \(\mathbf d\) runs over the site itself and its four neighbours. The on-site energies are \(E_s,E_p\). The hopping is \(V_s\) between \(s\) orbitals, \(P\) between \(p\) orbitals pointing along the bond, and \(Q\) between parallel \(p\) orbitals perpendicular to it.

An \(s\) orbital couples to \(p_x\) on the neighbour at \(+a\hat x\) with \(V\), and at \(-a\hat x\) with \(-V\), because the opposite lobe faces it. Hence

\[
H_{sx}=V(e^{ik_xa}-e^{-ik_xa})=2iV\sin k_xa,\qquad H_{sy}=2iV\sin k_ya .
\]

Between \(p_x\) and \(p_y\) there is no coupling along these bonds: one of the two is odd under reflection in the bond axis and the other is even.

Now set \(k_y=0\) and write \(c=\cos k_xa\). Then \(H_{sy}=H_{xy}=0\), and

\[
\begin{aligned}
H_{ss}&=E_s+2V_s(1+c),\\
H_{xx}&=E_p+2Pc+2Q,\\
H_{yy}&=E_p+2P+2Qc .
\end{aligned}
\]

The mirror \(M:y\to-y\) leaves every wavevector on this line unchanged. The orbitals \(s\) and \(p_x\) are even under \(M\) and mix; \(p_y\) is odd and stands alone.

The parameters are round numbers and represent no particular material: \(a=3.0\) angstrom, \(E_s=0\), \(E_p=1.0\), \(V_s=-1.0\), \(V=2.0\), \(P=1.5\), \(Q=-0.2\) eV.

**Two even bands.** Without their coupling, the \(s\) and \(p_x\) curves would cross where \(-2-2c=0.6+3c\), that is at \(c=-0.52\). With it, their separation is

\[
\sqrt{(H_{ss}-H_{xx})^2+4|H_{sx}|^2},
\]

which at this point equals \(4V\sin k_xa=8\sqrt{1-0.52^2}=6.83\) eV. Nor do they meet elsewhere on the line. The square of the separation, in eV\(^2\), is

\[
(2.6+5c)^2+64(1-c^2)=70.76+26c-39c^2 .
\]

This is concave in \(c\), so its minimum lies at an end of the interval \(-1\le c\le1\). The smaller end value, at \(c=-1\), is 5.76, a separation of 2.40 eV. Here the bands do avoid each other.

**An even and an odd band.** The eigenvalues of the full matrix on the line give

| \(k_x\) (1/angstrom) | upper even (eV) | odd (eV) |
|---|---|---|
| 0.2618 | 3.826 | 3.717 |
| 0.5236 | 3.506 | 4.000 |

The even band is higher at the first point and lower at the second. Both energies are continuous functions of \(k_x\), so they are equal somewhere between. Joining the points by energy order would be wrong.

## Where the crossing lies

An eigenvalue \(E\) of the even block satisfies

\[
(E-H_{ss})(E-H_{xx})=|H_{sx}|^2=4V^2(1-c)(1+c).
\]

At a crossing \(E=H_{yy}\). Subtracting the diagonal elements gives \(H_{yy}-H_{xx}=2(P-Q)(1-c)\), so

\[
2(P-Q)(1-c)(H_{yy}-H_{ss})=4V^2(1-c)(1+c).
\]

The root \(c=1\) is the zone centre, where the fourfold rotation makes \(p_x\) and \(p_y\) degenerate. Away from it, divide by \(2(P-Q)(1-c)\) and define \(A=2V^2/(P-Q)\):

\[
E_p+2P+2Qc-E_s-2V_s(1+c)=A(1+c).
\]

Collecting the terms in \(c\) on one side yields

\[
c_0=\frac{A+2V_s-E_p+E_s-2P}{2Q-2V_s-A}.
\]

With \(A=8/1.7=4.706\) eV,

\[
c_0=\frac{4.706-2-1-3}{-0.4+2-4.706}=\frac{-1.294}{-3.106}=0.417,
\]

so \(k_0=0.3803\) 1/angstrom. The energy is \(H_{yy}=1+3-0.4\times0.417=3.83\) eV.

No parameter was tuned to make the bands meet. If \(E_p\) is changed to 0.7 or 1.3 eV, the crossing moves to 0.4150 or 0.3439 1/angstrom. It persists as long as the formula gives \(-1<c_0<1\); a large enough change can drive it to an end of the line.

## What happens beside the line

For \(k_y\ne0\) the element \(H_{sy}=2iV\sin k_ya\) couples \(p_y\) to the \(s\) part of the even state. We therefore need the amplitude \(c_s\) of \(s\) in that state at the crossing. The second row of the even eigenvalue equation is \(H_{sx}^*c_s+(H_{xx}-E)c_x=0\), so

\[
c_x=\frac{H_{sx}^*}{E-H_{xx}}\,c_s,\qquad
\frac{|c_x|^2}{|c_s|^2}=\frac{|H_{sx}|^2}{(E-H_{xx})^2}=\frac{E-H_{ss}}{E-H_{xx}} .
\]

The last step uses the eigenvalue condition. Normalization, \(|c_s|^2+|c_x|^2=1\), then gives

\[
|c_s|^2=\frac{E-H_{xx}}{(E-H_{ss})+(E-H_{xx})}
=\frac{1.983}{6.667+1.983}=0.229,
\]

with \(H_{ss}=-2.833\) and \(H_{xx}=1.850\) eV. Thus \(|c_s|=0.479\).

The coupling between the two crossing states is

\[
|h_{12}|=2V|c_s||\sin k_ya|\simeq 2Va|c_s||k_y| .
\]

The diagonal energies depend on \(k_y\) through \(\cos k_ya\), so they change only at order \(k_y^2\). The third band also shifts the pair at order \(k_y^2\), since its coupling to \(p_y\) is linear in \(k_y\) and enters squared. To first order at \(k_x=k_0\), therefore,

\[
\text{gap}=2|h_{12}|=S|k_y|,\qquad S=4Va|c_s| .
\]

Numerically \(S=4\times2.0\times3.0\times0.479=11.5\) eV angstrom, or 0.798 hartree bohr. At \(k_y=0.010\) 1/angstrom the linear law gives 0.1149 eV, as does diagonalization to these digits. At 0.050 the law gives 0.5746 eV and diagonalization 0.5724 eV, a difference of 0.4% relative to the computed gap.

Along the line, a displacement \(d=k_x-k_0\) separates the bands by \(|w\,d|\), where \(w\) is the difference of their slopes. The slope of a normalized eigenstate is the expectation value of \(\partial H/\partial k_x\) (Hellmann-Feynman theorem). For the even state,

\[
\begin{aligned}
v_e={}&-2V_sa|c_s|^2\sin k_0a-2Pa|c_x|^2\sin k_0a\\
&+2\,\mathrm{Re}\,(c_s^*\,2iVa\cos k_0a\;c_x).
\end{aligned}
\]

Since \(H_{sx}^*=-2iV\sin k_0a\), the relation between \(c_x\) and \(c_s\) makes \(i\,c_s^*c_x\) real and positive here, hence equal to \(|c_s||c_x|\). The last term is \(4Va|c_s||c_x|\cos k_0a\). With \(\sin k_0a=0.909\) the three terms are \(1.251-6.306+4.204\), so \(v_e=-0.85\) eV angstrom. The odd state has \(v_o=-2Qa\sin k_0a=1.09\) eV angstrom, and \(w=v_e-v_o=-1.94\) eV angstrom.

Near the crossing the difference of diagonal energies is \(wd\) and twice the coupling is \(S|k_y|\), both to leading order. The two-level formula, derived below, combines them:

\[
\text{gap}=\sqrt{(wd)^2+(Sk_y)^2}.
\]

The two sheets form a cone, much steeper across the line than along it. This has two consequences for reading a plot:

- A path parallel to the line but displaced by 0.001 1/angstrom shows a least gap of about 0.011 eV. That gap is real on the displaced path and absent on the symmetry line.
- A mesh on the line whose nearest point misses the crossing by 0.01 1/angstrom shows levels about 0.02 eV apart. That separation is a sampling effect: it shrinks in proportion to the distance of the nearest point from the crossing, but energies on a finite mesh cannot by themselves exclude a true gap smaller than the separation found.

The mirror parity of the eigenvectors resolves the second case: if the parities of the upper and lower states are exchanged from one side to the other, and no third level crosses either of them between the two points, the bands have crossed. At the degenerate point itself the parity of a computed vector is not a safe guide, since any mixture of the two states is also an eigenvector.

## The general statement

The correct statement has three parts. Assume spinless electrons and a crystal whose symmetry operations need no fractional translations.

1. Two bands of the same representation on a line generically avoid each other, although an accidental crossing is not forbidden. An exception is a pair that time reversal, combined with a spatial operation, forces to be degenerate along the whole line.
2. Two bands of inequivalent little-group representations do not couple on the line. If their order is reversed between two points, they cross, and small symmetry-preserving changes do not remove the crossing.
3. For two bands of one-dimensional representations and a step off the line in a given direction, the gap opens linearly if symmetry allows a coupling linear in the perpendicular wavevector and its coefficient for that direction is not zero.

**Part 1.** Consider two levels well separated from the others, with diagonal elements \(h_{11},h_{22}\) and coupling \(h_{12}\). The equation \((h_{11}-\lambda)(h_{22}-\lambda)=|h_{12}|^2\) has the roots

\[
\lambda_\pm=\frac{h_{11}+h_{22}}2\pm\frac12\sqrt{(h_{11}-h_{22})^2+4|h_{12}|^2}.
\]

The gap is the square root, a sum of non-negative terms. It vanishes if and only if \(h_{11}=h_{22}\) and \(h_{12}=0\). For real \(h_{12}\), or one that a fixed choice of phase makes real, such as the purely imaginary \(H_{sx}\) above, these are two real conditions, for complex \(h_{12}\) three. Position along a line is a single parameter and generically cannot satisfy them all. This is the content of the non-crossing rule: a count of conditions, which holds when symmetry does not already satisfy some of them. Time reversal \(T\) can satisfy all of them. On the axis of a crystal with point group \(S_4\), the spatial operations that fix each point are the identity and the 180-degree rotation \(C_2\). The antiunitary operation \(\Theta=S_4T\) also fixes each point, and \(\Theta^2=C_2\). For a state \(\psi\) odd under \(C_2\), \(\langle\psi|\Theta\psi\rangle=\langle\Theta^2\psi|\Theta\psi\rangle=-\langle\psi|\Theta\psi\rangle=0\). So \(\Theta\psi\) is a second odd state of the same energy, and the odd bands are degenerate in pairs along the whole axis.

**Part 2.** Let \(G\) be the group of operations that leave each point of the line unchanged, with \(|G|\) elements and unitary operators \(U(g)\) commuting with \(H\) on the line. Let the states \(\psi_i\) transform by the irreducible unitary matrices \(D^\alpha(g)\), and \(\phi_j\) by \(D^\beta(g)\). Because \(H=U^\dagger HU\),

\[
\langle\psi_i|H|\phi_j\rangle=\sum_{lm}D^\alpha_{li}(g)^*D^\beta_{mj}(g)\,\langle\psi_l|H|\phi_m\rangle .
\]

The left side does not depend on \(g\), so we may average the right side over the group. The orthogonality theorem for irreducible representations states that

\[
\frac1{|G|}\sum_gD^\alpha_{li}(g)^*D^\beta_{mj}(g)=0
\]

when \(\alpha\) and \(\beta\) are inequivalent. The matrix element is therefore zero. For a mirror the argument is one line: \(\langle e|H|o\rangle=\langle e|MHM|o\rangle=-\langle e|H|o\rangle\).

The Hamiltonian thus splits into separate blocks, and the energies of each block are continuous along the line. If \(E_\alpha-E_\beta\) has opposite signs at two points, it vanishes between them. A sufficiently small change that keeps the symmetry does not alter the two signs, so a crossing remains.

A change that breaks the symmetry removes this protection on the line. In the square model, an on-site coupling \(g\) between \(s\) and \(p_y\), the same on every site, gives \(|\langle e|H|o\rangle|=|c_s|g\) on the line. To first order the gap there is \(2|c_s|g\). For \(g=0.010\) eV this is 0.0096 eV, in agreement with the least gap on the line found by diagonalization. A gap on the line need not mean that the degeneracy is gone. With an on-site coupling \(g'\) between \(p_x\) and \(p_y\) instead, \(h_{12}=2iVc_s^*\sin k_ya+c_x^*g'\). Since \(i\,c_s^*c_x\) is real, the two terms can cancel, at \(|k_y|\simeq|c_x|g'/(2Va|c_s|)\), which is 0.0015 1/angstrom for \(g'=0.010\) eV. The touching point has then moved off the line.

**Part 3.** Let \(\mathbf q\) be the step perpendicular to the line. Symmetry relates different wavevectors by \(U(g)H(\mathbf q)U(g)^\dagger=H(g\mathbf q)\). For two states belonging to one-dimensional representations with characters \(\chi_1,\chi_2\), we have \(U^\dagger|j\rangle=\chi_j^*|j\rangle\), and hence

\[
h_{12}(g\mathbf q)=\chi_1(g)\chi_2(g)^*\,h_{12}(\mathbf q),\qquad h_{jj}(g\mathbf q)=h_{jj}(\mathbf q).
\]

On a mirror line in two dimensions, opposite parities give \(h_{12}(-q)=-h_{12}(q)\), while the diagonal elements are even. So \(h_{12}=\lambda q+O(q^3)\), the diagonal difference at the crossing is \(O(q^2)\), and the gap is \(2|\lambda||q|\) to first order. Eliminating the other bands does not alter this order, because they enter through products of two couplings, each at least linear in \(q\). In three dimensions the linear coupling has the form \(\boldsymbol\lambda\cdot\mathbf q\). A diagonal difference linear in \(\mathbf q\), where allowed, is cancelled by a shift along the line when the two slopes differ, so the least gap is \(2|\boldsymbol\lambda\cdot\mathbf q|\) to first order, and it has no linear term for directions with \(\boldsymbol\lambda\cdot\mathbf q=0\). Symmetry permits \(\lambda\) but does not fix its size: in the square model \(|\lambda|=2Va|c_s|\). With \(V=0\) and \(E_s\) raised to 6 eV, the \(s\) and \(p_y\) bands cross at \(c=0\), where both energies are 4 eV, yet \(H_{sy}=0\) for every \(k_y\) and \(\lambda\) vanishes.

## Where the linear law fails

Consider a fourfold axis in three dimensions with four mirror planes through it, the group \(C_{4v}\). Rotation by 180 degrees is the square of the fourfold rotation and reverses \(\mathbf q\). In any one-dimensional representation of this group the fourfold rotation has character \(\pm1\), so its square has character \(+1\). Therefore

\[
h_{12}(-\mathbf q)=h_{12}(\mathbf q),
\]

and no linear term exists. Two bands of different one-dimensional representations still cross on the axis if their order is reversed along it, but the gap beside it starts at second order or later.

An explicit case has an \(s\) and a \(d_{x^2-y^2}\) orbital on each site of a tetragonal lattice with equal spacings \(a=3.0\) angstrom. Let \(V_{sd}\) be the hopping from \(s\) to a \(d\) orbital that is axially symmetric about the bond. On the \(x\) axis the normalized angular function \(\tfrac{\sqrt3}2(x^2-y^2)/r^2\) equals \(\sqrt3/2\), where the axially symmetric function \((3x^2-r^2)/2r^2\) equals 1. The hopping along \(x\) is thus \(\tfrac{\sqrt3}2V_{sd}\); along \(y\) it has the opposite sign, and along \(z\) it vanishes. Adding the two bonds in each direction,

\[
h_{12}=\sqrt3\,V_{sd}(\cos k_xa-\cos k_ya).
\]

Take \(E_s=0\), \(E_d=-1.0\), \(s\)-\(s\) hopping \(-0.5\), \(V_{sd}=0.5\) eV, and a \(d\)-\(d\) hopping of \(-0.4\) eV between axially symmetric orbitals. The last enters with the factor \((\sqrt3/2)^2=3/4\) along \(x\) and \(y\); other \(d\)-\(d\) hoppings are set to zero. On the axis the energies are \(-2-\cos k_za\) and \(-1-4\times\tfrac34\times0.4=-2.2\) eV, which cross at \(\cos k_za=0.2\).

At an offset \(q\) along \(x\), the diagonal energies still become equal at a nearby \(k_z\). Since \(h_{12}\) does not depend on \(k_z\), the least gap along \(k_z\) is

\[
2|h_{12}|=2\sqrt3\,V_{sd}(1-\cos qa)\simeq\sqrt3\,V_{sd}a^2q^2 .
\]

Diagonalization gives 0.0031 eV at \(q=0.02\) and 0.0125 eV at \(q=0.04\) 1/angstrom: doubling the offset multiplies the gap by four. Along \(k_x=k_y\) the coupling is zero and the crossing survives, because such a step stays in a mirror plane under which \(s\) is even and \(d_{x^2-y^2}\) is odd.

The linear law can return on the same axis when one band belongs to the two-dimensional representation \(E\), whose states transform like \(x\) and \(y\). A coupling \(\lambda(q_x,q_y)\) to a fully symmetric state is then allowed. At the crossing the three-state matrix, measured from the common energy, has the characteristic equation \(\epsilon^3-|\lambda|^2q^2\epsilon=0\) to first order. There is no linear term within the \(E\) pair, since the 180-degree rotation multiplies both its states by \(-1\). The levels are \(0\) and \(\pm|\lambda|q\), and they separate linearly. This holds at the crossing value of \(k_z\). Where the symmetric state lies \(\delta\) away from the \(E\) pair, the levels of this matrix are \(0\) and \(\delta/2\pm\sqrt{\delta^2/4+|\lambda|^2q^2}\). For \(|\delta|\gg|\lambda|q\) one of them is only about \(|\lambda|^2q^2/|\delta|\) from zero, so the splitting within the \(E\) pair is of second order in \(q\).

The decision at a close approach therefore rests on the representations of the two bands, with any pairing by time reversal taken into account, and the shape of the gap beside the line on the lowest coupling those representations allow, provided its coefficient is not zero. With spin-orbit coupling the analysis must be repeated with the representations appropriate to spin. The numerical check diagonalizes both models and compares the crossings and gaps with the formulas above.

## Calculated quantities

```
lattice constant a = 3.0 angstrom
on-site energies E_s, E_p = 0.0, 1.0 eV
hoppings V_s, V = -1.0, 2.0 eV
hoppings P (sigma), Q (pi) = 1.5, -0.2 eV
bands on ky=0: kx (1/angstrom), energy (eV) and mirror parity
  0.0000: even -4.0000, even 3.6000, odd 3.6000
  0.2618: even -4.5191, even 3.8262, odd 3.7172
  0.5236: even -4.9059, even 3.5059, odd 4.0000
  0.7854: even -3.9204, even 1.8133, odd 4.2828
  1.0472: even -2.4000, even 0.0000, odd 4.4000
bare s and px curves cross at kx = 0.7059 1/angstrom
  separation of true even bands there = 6.8333 eV
smallest even-even separation on line = 2.4000 eV
even-odd crossing: cos(kx a) = 0.4167
  kx from formula = 0.380340 1/angstrom
  kx from parity jump = 0.380340 1/angstrom
  energy at crossing = 3.8333 eV
  with E_p = 0.7 eV it moves to 0.4150 1/angstrom
  with E_p = 1.3 eV it moves to 0.3439 1/angstrom
H_ss, H_xx at crossing = -2.8333, 1.8500 eV
s weight |c_s|^2 = 0.2293, |c_s| = 0.4788
slopes dE/dkx: even -0.8513, odd 1.0909 eV angstrom
velocity difference w = -1.9421 eV angstrom
gap slope off the line S = 11.4921 eV angstrom
  the same S = 0.7981 hartree bohr
gap at crossing kx: ky (1/angstrom), exact, linear law (eV)
  0.001: 0.011492, 0.011492
  0.002: 0.022984, 0.022984
  0.010: 0.114904, 0.114921
  0.050: 0.572410, 0.574607
growth exponent from first two rows = 1.0000
mirror-breaking coupling g = 0.010 eV
  least gap on line: exact 0.009576 eV
  first-order 2|c_s|g = 0.009577 eV
independent couplings to A1 on C4v axis: linear, quadratic
  B1: 0, 1
  B2: 0, 1
  A2: 0, 0
  E: 1, 0
tetragonal model: E_s, E_d = 0.0, -1.0 eV
  hoppings ss, sd, dd(sigma) = -0.5, 0.5, -0.4 eV
  offset q along x (1/angstrom), least gap, quadratic law (eV)
  0.02: 0.003117, 0.003118
  0.04: 0.012456, 0.012471
  0.08: 0.049644, 0.049883
  growth exponent = 1.9987
  least gap at kx=ky=0.08 1/angstrom = 0.000000 eV
```
